# First Chapman–Enskog Approximation for Binary Diffusion in Dilute Gases

Two dilute gases diffuse into each other at temperature $T$ and total number density $n$. Their molecules have masses $m_1$ and $m_2$ and interact through a potential of range $\sigma$ and depth $\epsilon$. When only binary collisions matter, multiplying both densities by a factor multiplies the collision rate of each molecule by that factor, so the diffusion coefficient must vary as $1/n$. The one combination of $1/n$, $\sigma$, $kT$ and a mass with the dimension length²/time is then $(n\sigma^2)^{-1}\sqrt{kT/\mu}$, up to a function of dimensionless ratios:

$$
D_{12}=\frac{1}{n\sigma^2}\sqrt{\frac{kT}{\mu}}\;F\!\left(\frac{kT}{\epsilon},\frac{m_1}{m_2},x_1\right),\qquad \mu=\frac{m_1m_2}{m_1+m_2}.
$$

Here $x_1=n_1/n$ is the mole fraction. With $\sigma$ and $\epsilon$ referring to unlike pairs, $F$ also depends on the ranges and depths of the 1–1 and 2–2 potentials relative to them; these arguments are not written out. Dimensions cannot say more about $F$. In the first Chapman–Enskog approximation $F$ loses its dependence on mass ratio, composition and the like-pair potentials and becomes inversely proportional to a thermal average over collisions.

The molecules are taken as structureless, classical and elastic, with a central potential $V(r)$ between unlike species. The gas is close to local equilibrium, with uniform $T$ and $p=nkT$, no external force and no velocity gradient. Let $\mathbf w_i$ be the mean velocity of species $i$ relative to the mass-average velocity $\mathbf u$. The diffusion coefficient is defined by

$$
\mathbf w_1-\mathbf w_2=-\frac{n^2}{n_1n_2}D_{12}\nabla x_1 .
$$

This is Fick's law: the flux of species 1 relative to the mole-average velocity is $(n_1n_2/n)(\mathbf w_1-\mathbf w_2)=-nD_{12}\nabla x_1$.

Write each distribution as $f_i=f_i^0(1+\phi_i)$, where $f_i^0$ is the Maxwellian with density $n_i$ and $\mathbf C_i=\mathbf c_i-\mathbf u$. To lowest order the momentum equation gives $\rho\,d\mathbf u/dt=-\nabla p=0$, and $n_i$ and $T$ do not change along the flow. The streaming side of the Boltzmann equation for species 1 therefore reduces to $f_1^0\mathbf C_1\cdot\nabla\ln n_1$. It is balanced by collisions linear in $\phi_1$ and $\phi_2$.

The first approximation keeps one Sonine term, a small drift of each Maxwellian:

$$
\phi_i=\frac{m_i}{kT}\,\mathbf w_i\cdot\mathbf C_i .
$$

The normalization is right because $\langle C_aC_b\rangle=(kT/m_i)\delta_{ab}$ makes the mean of $\phi_i\mathbf C_i$ equal to $\mathbf w_i$. This function does not generally satisfy the Boltzmann equation at every velocity. We require the equation to hold after multiplication by $m_1\mathbf C_1$ and integration. The streaming side becomes

$$
m_1n_1\frac{kT}{m_1}\nabla\ln n_1=kT\nabla n_1=\nabla p_1 .
$$

Collisions between two molecules of species 1 conserve their joint momentum and contribute nothing. What remains is the momentum $\mathbf R_{12}$ given to species 1 by species 2, per volume and time, so $\nabla p_1=\mathbf R_{12}$. The equation for species 2 is the negative of this one, since $\nabla p=0$, and the condition $m_1n_1\mathbf w_1+m_2n_2\mathbf w_2=0$ fixes the frame.

To find $\mathbf R_{12}$, let primes denote velocities after a collision with impact parameter $b$ and azimuth $\psi$. Inverse collisions have the same phase-space measure and the same product $f_1^0f_2^0$, so the gain term can be rewritten as a change of momentum:

$$
\mathbf R_{12}=\int f_1^0f_2^0(1+\phi_1+\phi_2)\,m_1(\mathbf c_1'-\mathbf c_1)\,g\,b\,db\,d\psi\,d^3c_1d^3c_2 .
$$

Put $M=m_1+m_2$, $\mathbf g=\mathbf c_1-\mathbf c_2$, and let $\mathbf G$ be the centre-of-mass velocity relative to $\mathbf u$. Then

$$
\mathbf C_1=\mathbf G+\frac{m_2}{M}\mathbf g,\qquad
\mathbf C_2=\mathbf G-\frac{m_1}{M}\mathbf g .
$$

A collision leaves $\mathbf G$ and $g=|\mathbf g|$ unchanged and turns $\mathbf g$ through the deflection angle $\chi$. Thus $m_1(\mathbf c_1'-\mathbf c_1)=\mu(\mathbf g'-\mathbf g)$. Integration over $\psi$ removes the component of $\mathbf g'$ perpendicular to $\mathbf g$:

$$
\int\mu(\mathbf g'-\mathbf g)\,b\,db\,d\psi=-\mu Q(g)\mathbf g,\qquad
Q(g)=2\pi\int_0^\infty(1-\cos\chi)\,b\,db .
$$

The weight $1-\cos\chi$ means that a grazing collision, though frequent, hardly hinders diffusion. The drift terms become

$$
\phi_1+\phi_2=\frac{(m_1\mathbf w_1+m_2\mathbf w_2)\cdot\mathbf G+\mu(\mathbf w_1-\mathbf w_2)\cdot\mathbf g}{kT}.
$$

Since $m_1C_1^2+m_2C_2^2=MG^2+\mu g^2$, the Maxwellians factor into even functions of $\mathbf G$ and $\mathbf g$. The undrifted term is odd in $\mathbf g$ and vanishes; the term in $\mathbf G$ vanishes likewise. In the last term, averaging over directions replaces $g_ag_b$ by $g^2\delta_{ab}/3$. Hence

$$
\mathbf R_{12}=-n_1n_2\frac{\mu^2}{3kT}\left(\frac{\mu}{2\pi kT}\right)^{3/2}4\pi
\int_0^\infty g^5Q\,e^{-\mu g^2/2kT}dg\,(\mathbf w_1-\mathbf w_2).
$$

Now set $g=\gamma\sqrt{2kT/\mu}$, so that $g^5dg=(2kT/\mu)^3\gamma^5d\gamma$. The prefactor of the remaining integral is

$$
\frac{\mu^2}{3kT}\,\frac{4}{\sqrt\pi}\left(\frac{2kT}{\mu}\right)^{3/2}
=\frac{8\sqrt2}{3\sqrt\pi}\sqrt{\mu kT}.
$$

With the collision integral

$$
\Omega=\sqrt{\frac{kT}{2\pi\mu}}\int_0^\infty e^{-\gamma^2}\gamma^5Q\,d\gamma ,
$$

the integral equals $\Omega\sqrt{2\pi\mu/kT}$, and the numerical factors combine to $16/3$:

$$
\mathbf R_{12}=-\frac{16}{3}n_1n_2\mu\Omega(\mathbf w_1-\mathbf w_2).
$$

This is a friction law: each species is dragged towards the velocity of the other. At constant $T$ and $p$ we have $\nabla p_1=nkT\nabla x_1$, so

$$
\mathbf w_1-\mathbf w_2=-\frac{3nkT}{16n_1n_2\mu\Omega}\nabla x_1 .
$$

Comparison with the definition gives $D_{12}=3kT/(16n\mu\Omega)$. Measuring $Q$ in units of the rigid-sphere value, $Q^*=Q/(\pi\sigma^2)$, and putting $x=\gamma^2$, we obtain

$$
\Omega^*(T^*)=\frac12\int_0^\infty x^2e^{-x}Q^*(xT^*)\,dx,\qquad T^*=\frac{kT}{\epsilon},
$$

where the argument of $Q^*$ is the collision energy $E=\mu g^2/2$ in units of $\epsilon$. Then $\Omega=\sqrt{kT/2\pi\mu}\,\pi\sigma^2\Omega^*$, and with $n=p/kT$

$$
D_{12}=\frac{3}{16}\frac{\sqrt{2\pi(kT)^3/\mu}}{p\,\pi\sigma^2\,\Omega^*(T^*)} .
$$

For rigid spheres $Q^*=1$ and $\Omega^*=\frac12\int x^2e^{-x}dx=1$.

The pressure enters through the density of collision partners, so $D_{12}\propto1/p$ at fixed temperature. The product $nD_{12}$ does not depend on $p$: a given mole-fraction gradient drives the same molecular flux at any pressure in the dilute range. Now let species 1 be a dilute precursor vapour released by a source, and species 2 its carrier gas. If the precursor's partial pressure at the source is held fixed instead, its mole fraction there falls as $1/p$, and so does the diffusive flux to a perfect sink at a fixed distance.

The reduced mass enters as $\mu^{-1/2}$ when the potential, $T$ and $p$ are held fixed. $\Omega^*$ contains no mass, because a classical deflection angle depends on energy and impact parameter alone. For a heavy precursor $\mu$ approaches the carrier mass, and a further increase of precursor mass has little effect.

The deflection angle follows from two conservation laws. Angular momentum gives $r^2\dot\theta=bg$, and energy gives $\dot r^2=g^2(1-b^2/r^2-V/E)$. Dividing them yields $d\theta/dr$. The path from infinity to the outermost turning point $r_0$ and back sweeps twice its integral, while a straight line sweeps $\pi$. Therefore

$$
\chi=\pi-2b\int_{r_0}^\infty\frac{dr}{r^2\sqrt{1-b^2/r^2-V(r)/E}} .
$$

For the Lennard-Jones potential $V=4\epsilon[(\sigma/r)^{12}-(\sigma/r)^6]$, measure lengths in $\sigma$ and energies in $\epsilon$. A turning point at $r_0$ belongs to $b^2=r_0^2-(4/E)(r_0^{-10}-r_0^{-4})$. Circular orbits lie where the derivative of this expression vanishes. With $z=r_0^6$ the condition is

$$
z^2-\frac8Ez+\frac{20}{E}=0,\qquad z=\frac4E\pm\sqrt{\frac{16}{E^2}-\frac{20}{E}} ,
$$

which has two distinct real roots when $E<0.8$. The larger root is an unstable orbit that an incoming pair can approach; the smaller is a stable orbit behind a barrier, out of its reach. Slow pairs can thus be captured for a while and leave in widely different directions. Numerical quadrature over turning points gives $Q^*\approx1.47$ at $E=2$ and about $3.1$ at $E=0.5$. The larger target seen by slow pairs is why $\Omega^*$ falls as the gas is heated over the range treated below.

The temperature exponent can be expressed by a second average. With $y=xT^*$,

$$
\Omega^*=\frac{1}{2T^{*3}}\int_0^\infty y^2e^{-y/T^*}Q^*(y)\,dy .
$$

Differentiating the prefactor gives $-3\Omega^*$; differentiating the exponential brings down $y/T^*=x$. So

$$
\frac{d\Omega^*}{d\ln T}=-3\Omega^*+3\Omega^*_{12},\qquad
\Omega^*_{12}=\frac16\int_0^\infty x^3e^{-x}Q^*(xT^*)\,dx .
$$

With $C^*=\Omega^*_{12}/\Omega^*$, the exponent at fixed pressure is

$$
\left(\frac{\partial\ln D_{12}}{\partial\ln T}\right)_p=\frac32-3(C^*-1)=\frac92-3C^* .
$$

For rigid spheres it is $3/2$. For a pure repulsion $V=a/r^\nu$ with $\nu>1$, writing $b=(a/E)^{1/\nu}\beta$ and scaling $r$ in the same way removes $E$ from the formula for $\chi$. Hence $Q\propto E^{-2/\nu}$, $\Omega^*\propto T^{-2/\nu}$, and the exponent is $3/2+2/\nu$. At $kT\gg\epsilon$ the Lennard-Jones gas is governed by its $r^{-12}$ wall, and the exponent tends to $5/3$.

How good is a single drift term? The question is simplest for a trace of species 1 in an equilibrium bath of species 2. Define the collision operator by

$$
(L\phi)(\mathbf C_1)=\int f_2^0\,(\phi-\phi')\,g\,b\,db\,d\psi\,d^3c_2 .
$$

The Boltzmann equation is then solved by $\phi_1=-\mathbf h\cdot\nabla\ln n_1$ with $L\mathbf h=\mathbf C_1$, and the resulting flux gives $D=\frac13\langle\mathbf C_1\cdot\mathbf h\rangle$, averaged over the tracer Maxwellian. Exchanging direct and inverse collisions shows that $\langle\phi L\phi\rangle$ is half the collision average of $(\phi-\phi')^2$. So $L$ is symmetric and not negative. For any trial function $\mathbf t$ and number $\lambda$,

$$
0\le\langle(\mathbf h-\lambda\mathbf t)\cdot L(\mathbf h-\lambda\mathbf t)\rangle
=\langle\mathbf C_1\cdot\mathbf h\rangle-2\lambda\langle\mathbf C_1\cdot\mathbf t\rangle+\lambda^2\langle\mathbf t\cdot L\mathbf t\rangle .
$$

The choice $\lambda=\langle\mathbf C_1\cdot\mathbf t\rangle/\langle\mathbf t\cdot L\mathbf t\rangle$ gives the strongest bound,

$$
D\ge\frac13\frac{\langle\mathbf C_1\cdot\mathbf t\rangle^2}{\langle\mathbf t\cdot L\mathbf t\rangle}.
$$

Take $\mathbf t=\mathbf C_1$. The numerator is $(3kT/m_1)^2$. Since $\mathbf C_1-\mathbf C_1'=(\mu/m_1)(\mathbf g-\mathbf g')$, the denominator is $n(\mu/m_1)^2\langle g^3Q\rangle$, and the Maxwellian average is $\langle g^3Q\rangle=16(kT/\mu)\Omega$. The right side becomes $3kT/(16n\mu\Omega)$. In the trace limit the first approximation is therefore a lower bound to the Boltzmann value for the same potential.

A case solvable in closed form gives an example of the gap. Let a very light tracer move among heavy rigid spheres. Scattering is isotropic, so $L\mathbf h=n\pi\sigma^2C_1\mathbf h$ and $\mathbf h=\mathbf C_1/(n\pi\sigma^2C_1)$. Then

$$
D=\frac{\langle C_1\rangle}{3n\pi\sigma^2}=\frac{1}{3n\pi\sigma^2}\sqrt{\frac{8kT}{\pi m_1}},\qquad
\frac{D}{D_{12}}=\frac{32}{9\pi}\approx1.132 .
$$

The first approximation is about 12 % below the true coefficient here.

The next Sonine function, $\mathbf C_1(\frac52-m_1C_1^2/2kT)$, shows when the correction is small. Its coupling to the drift term requires the average of this function times $\mathbf C_1-\mathbf C_1'$. Let $M_i=m_i/M$ and let $\mathbf S=\mathbf G\sqrt{M/2kT}$, so the scaled tracer velocity is $\sqrt{M_1}\mathbf S+\sqrt{M_2}\boldsymbol\gamma$. Using $\langle S_aS_b\rangle=\delta_{ab}/2$, the average over $\mathbf S$ of the function's component along $\boldsymbol\gamma$, times $\gamma$, is

$$
\sqrt{M_2}\,\gamma^2\left(\tfrac52-\tfrac32M_1-M_2\gamma^2-M_1\right)
=M_2^{3/2}\gamma^2\left(\tfrac52-\gamma^2\right).
$$

The last $-M_1$ comes from the cross term in the squared velocity. Weighting with $Q$ turns the bracket into $5\Omega^*-6\Omega^*_{12}$, proportional to $5-6C^*$. The lowest correction to $D_{12}$ contains the square of this coupling. It is small for a heavy tracer, where $M_2$ is small, and for any masses when $C^*$ is near $5/6$.

For a worked case take $m_1=120$ u, $m_2=28$ u, $\sigma=0.50$ nm, $\epsilon/k=250$ K, $T=400$ K and $p=10$ Torr. The reduced mass is $120\times28/148=22.70$ u, and $T^*=1.6$. Quadrature over collision energies gives $\Omega^*=1.168$ and $\Omega^*_{12}=1.014$. With $T$ in K, $p$ in Torr, $\mu$ in u and $\sigma$ in nm, the constants combine to

$$
D_{12}=0.01413\,\frac{T^{3/2}}{p\sqrt\mu\,\sigma^2\Omega^*}
=\frac{0.01413\times8000}{10\times4.765\times0.25\times1.168}
\approx8.1\ \mathrm{cm^2/s}.
$$

At 760 Torr and the same temperature the value is 76 times smaller, $0.107\ \mathrm{cm^2/s}$. Here $C^*=0.8684$, so the local temperature exponent is $4.5-3\times0.8684\approx1.89$, above both the rigid-sphere value and the high-temperature limit $5/3$. At 10 Torr the formula gives 4.7, 8.1, 17.2 and 28.7 cm²/s at 300, 400, 600 and 800 K. Holding $\Omega^*$ at its 400 K value would give 23.0 cm²/s at 800 K, 20 % below the full formula.

The higher Sonine terms matter little in this example. At 400 K, solving the trace problem numerically with three functions raises $D_{12}$ by less than 0.01 % for the heavy species as tracer and by 0.3 % for the light one; at 800 K the increases are 0.04 % and 1.4 %. For rigid spheres of the same masses, three functions give a light-tracer increase of 6.9 %. The factor $5-6C^*$ accounts for most of the contrast in the leading correction: it is $-0.21$ at 400 K and $-1$ for rigid spheres, so its square is 0.044, while the leading corrections for the light tracer stand in the ratio 0.049.

These are round values in the rough range of a metal-organic precursor in a nitrogen-like carrier in a low-pressure deposition line; no particular compound is meant. A real precursor breaks the assumption of a structureless molecule with a central potential. The size of the resulting error is not estimated here. Within the model, the sensitivity to the potential parameters is as follows: a 5 % smaller or larger $\sigma$ changes $D_{12}$ by $+11$ % or $-9$ %, and a 20 % smaller or larger $\epsilon$ by $+9$ % or $-7$ %. Inelastic collisions, decomposition and thermal diffusion near a hot substrate are not included in these figures.

Other neglected effects can be sized at 400 K. Wall collisions in a long tube of diameter $d$ with diffusely reflecting walls are described by $D_K=(d/3)\sqrt{8kT/\pi m_1}$. For $d=1$ cm and 10 Torr, $D_{12}/D_K\approx9\times10^{-4}$, so walls are unimportant; in a 1 µm hole that is deep compared with its width, the ratio is about 9, and they dominate. A rough size of gas imperfection is $n|B_{12}|$, with $B_{12}=2\pi\int(1-e^{-V/kT})r^2dr$. It is $7\times10^{-5}$ at 10 Torr and $0.005$ at 760 Torr, close to the excluded volume $\frac23\pi n\sigma^3$. Near 850 K, where $B_{12}$ passes through zero, the excluded volume is the safer measure. The thermal wavelength $h/\sqrt{2\pi\mu kT}$ is $0.037\,\sigma$, which supports classical scattering.

Finally, a transport flux need not be purely diffusive. If the carrier is stagnant, the precursor flux $N$ obeys $N=-nD_{12}\,dx_1/dz+x_1N$. Integration from $x_1=x_s$ at the source to zero at a sink a distance $\ell$ away gives

$$
N=-\frac{nD_{12}}{\ell}\ln(1-x_s).
$$

For $x_s=0.05$ this is 2.6 % more than $nD_{12}x_s/\ell$. The increase comes from the drift of the mixture as a whole and leaves $D_{12}$ unchanged.

All numerical values are calculated from the stated model.
